\section*{Contraction identities for Dirac matrices in d dimensions and their finite remainders, part 1}

(Sections cited here and not found follow in the second part.)

\section{The algebra of contracted products}

Loop calculations with photons produce products of Dirac matrices enclosed between two matrices whose indices are summed. In dimensional regularization this sum is done in $d$ dimensions, and its dependence on $d$ matters because the loop integral that multiplies it may diverge as $d\to4$. This problem works out the sums for up to three enclosed matrices and follows their dependence on $d$ into physical amplitudes.

The matrices obey the Clifford relation
\begin{equation}
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\mathbf 1 ,
\label{clifford}
\end{equation}
with metric signature $(+,-,\ldots,-)$. A repeated index, one upper and one lower, is summed over all dimensions, and $\gamma_\mu=g_{\mu\nu}\gamma^\nu$. The dimension enters through
\begin{equation}
g^\mu{}_\mu=\delta^\mu{}_\mu=d .
\label{trace}
\end{equation}
The unit matrix $\mathbf 1$ is omitted where no confusion can arise. For integer $d\ge2$ the $\gamma^\mu$ can be taken as ordinary matrices. For other values of $d$ they are symbols, multiplied associatively and subject to (\ref{clifford}) and (\ref{trace}). The solutions of parts (a) to (d) use nothing else, so they cover both cases. In particular, the size of the matrices and the trace of $\mathbf 1$ play no part.

\subsection*{(a) No enclosed matrix, and a rule for moving one}

\emph{Problem.} Evaluate $\gamma^\mu\gamma_\mu$. Then let $X$ be any product of Dirac matrices, and express $\gamma^\mu X\gamma^a\gamma_\mu$ through the simpler contraction $\gamma^\mu X\gamma_\mu$.

\emph{Solution.} Multiply (\ref{clifford}) by $g_{\mu\nu}$ and sum over both indices. In the first term $g_{\mu\nu}\gamma^\mu\gamma^\nu=\gamma^\mu\gamma_\mu$. The second term gives the same, since the metric is symmetric and the summed indices may be renamed. On the right $g_{\mu\nu}g^{\mu\nu}=\delta^\mu{}_\mu=d$. Hence $2\gamma^\mu\gamma_\mu=2d$, or
\begin{equation}
\gamma^\mu\gamma_\mu=d .
\label{zero}
\end{equation}

For the second task, lower one index in (\ref{clifford}):
\begin{equation}
\gamma^a\gamma_\mu=2\delta^a{}_\mu-\gamma_\mu\gamma^a .
\label{swap}
\end{equation}
Insert this at the right-hand end of the product:
\begin{align}
\gamma^\mu X\gamma^a\gamma_\mu
&=\gamma^\mu X\left(2\delta^a{}_\mu-\gamma_\mu\gamma^a\right)\nonumber\\
&=2\gamma^aX-\left(\gamma^\mu X\gamma_\mu\right)\gamma^a .
\label{move}
\end{align}
In the first term the Kronecker symbol turns the leftmost $\gamma^\mu$ into $\gamma^a$. That matrix therefore appears to the left of $X$, although it started on the right. In the second term $\gamma_\mu$ has passed $\gamma^a$ at the price of a sign, which leaves a contraction with one matrix fewer. Repeated use of (\ref{move}) reduces any contraction to (\ref{zero}).

\subsection*{(b) One enclosed matrix}

\emph{Problem.} Evaluate $\gamma^\mu\gamma^a\gamma_\mu$ and separate the part that vanishes at $d=4$.

\emph{Solution.} Take $X=\mathbf 1$ in (\ref{move}) and use (\ref{zero}):
\begin{equation}
\gamma^\mu\gamma^a\gamma_\mu=2\gamma^a-d\gamma^a=(2-d)\gamma^a .
\label{one}
\end{equation}
Since $2-d=-2+(4-d)$, this is
\begin{equation}
\gamma^\mu\gamma^a\gamma_\mu=-2\gamma^a+(4-d)\gamma^a .
\label{onesplit}
\end{equation}
In the same notation (\ref{zero}) reads $\gamma^\mu\gamma_\mu=4-(4-d)$. The two correction terms have opposite signs, which will matter when a mass and a momentum occur in the same numerator.

The factor $2-d$ vanishes in two dimensions. There one of the two values of $\mu$ equals $a$ and contributes $+\gamma^a$, while the other value contributes $-\gamma^a$.

\subsection*{(c) Two enclosed matrices}

\emph{Problem.} Evaluate $\gamma^\mu\gamma^a\gamma^b\gamma_\mu$, and write the result so that its four-dimensional part contains no Dirac matrix other than $\mathbf 1$.

\emph{Solution.} Apply (\ref{move}) with $X=\gamma^a$ and with $\gamma^b$ as the matrix to be passed. Then insert (\ref{one}):
\begin{align}
\gamma^\mu\gamma^a\gamma^b\gamma_\mu
&=2\gamma^b\gamma^a-\left(\gamma^\mu\gamma^a\gamma_\mu\right)\gamma^b\nonumber\\
&=2\gamma^b\gamma^a-(2-d)\gamma^a\gamma^b\nonumber\\
&=2\gamma^b\gamma^a+(d-2)\gamma^a\gamma^b .
\label{twoa}
\end{align}
The Clifford relation gives $\gamma^b\gamma^a=2g^{ab}-\gamma^a\gamma^b$. Therefore
\begin{align}
\gamma^\mu\gamma^a\gamma^b\gamma_\mu
&=4g^{ab}-2\gamma^a\gamma^b+(d-2)\gamma^a\gamma^b\nonumber\\
&=4g^{ab}+(d-4)\gamma^a\gamma^b\nonumber\\
&=4g^{ab}-(4-d)\gamma^a\gamma^b .
\label{two}
\end{align}
At $d=4$ the contraction retains the symmetric part of $\gamma^a\gamma^b$, which is $g^{ab}$, and removes the antisymmetric part. Away from four dimensions the antisymmetric part survives with the coefficient $d-4$. The extra term thus introduces a matrix structure that is absent from the four-dimensional result.

\subsection*{(d) Three enclosed matrices}

\emph{Problem.} Evaluate $\gamma^\mu\gamma^a\gamma^b\gamma^c\gamma_\mu$ and reduce the four-dimensional part to a single product.

\emph{Solution.} Now $X=\gamma^a\gamma^b$, and $\gamma^c$ is passed. With (\ref{two}),
\begin{align}
\gamma^\mu\gamma^a\gamma^b\gamma^c\gamma_\mu
&=2\gamma^c\gamma^a\gamma^b
-\left(\gamma^\mu\gamma^a\gamma^b\gamma_\mu\right)\gamma^c\nonumber\\
&=2\gamma^c\gamma^a\gamma^b-4g^{ab}\gamma^c
+(4-d)\gamma^a\gamma^b\gamma^c .
\end{align}
The number $g^{ab}$ commutes with $\gamma^c$, so the first two terms share the left factor $2\gamma^c$:
\begin{equation}
2\gamma^c\gamma^a\gamma^b-4g^{ab}\gamma^c
=2\gamma^c\left(\gamma^a\gamma^b-2g^{ab}\right)
=-2\gamma^c\gamma^b\gamma^a .
\end{equation}
The last equality is (\ref{clifford}) rearranged. The result is
\begin{equation}
\gamma^\mu\gamma^a\gamma^b\gamma^c\gamma_\mu
=-2\gamma^c\gamma^b\gamma^a+(4-d)\gamma^a\gamma^b\gamma^c .
\label{three}
\end{equation}
The four-dimensional term has the enclosed matrices in reversed order, whereas the correction keeps the original order. The order must not be changed when the term proportional to $4-d$ is written down.

Each identity is linear in every enclosed matrix. One may therefore multiply by vector components and replace $\gamma^a$ by $\slashed p=p_a\gamma^a$. For three vectors, (\ref{three}) becomes $\gamma^\mu\slashed p\slashed q\slashed r\gamma_\mu=-2\slashed r\slashed q\slashed p+(4-d)\slashed p\slashed q\slashed r$, and (\ref{two}) becomes $\gamma^\mu\slashed p\slashed q\gamma_\mu=4p\cdot q-(4-d)\slashed p\slashed q$.

\subsection*{(e) Two checks and a warning}

\emph{Problem.} For integer $d$, find the contraction around $n$ matrices with different indices by counting signs, and compare with the identities. Check the identities also by contracting their free indices. What does the count imply for a matrix $\gamma_5$ that is assumed to anticommute with every $\gamma^\mu$?

\emph{Solution.} Let $\Gamma_n$ be a product of $n\le d$ Dirac matrices with different indices. Fix one value of $\mu$ and do not sum. Since the metric is diagonal, $\gamma^\mu\gamma_\mu=g_{\mu\mu}(\gamma^\mu)^2=g_{\mu\mu}g^{\mu\mu}=1$.

If $\mu$ is not among the $n$ indices, moving $\gamma^\mu$ through $\Gamma_n$ costs $n$ signs. There are $d-n$ such values. If $\mu$ is among them, $\gamma^\mu$ commutes with itself and anticommutes with the other $n-1$ matrices. There are $n$ such values. The sum is
\begin{align}
\gamma^\mu\Gamma_n\gamma_\mu
&=\left[(-1)^n(d-n)+(-1)^{n-1}n\right]\Gamma_n\nonumber\\
&=(-1)^n(d-2n)\Gamma_n .
\label{count}
\end{align}
For $n=0,1,2,3$ the factors are $d$, $2-d$, $d-4$ and $6-d$. The first two agree with (\ref{zero}) and (\ref{one}). For different indices $g^{ab}=0$, so (\ref{two}) gives $d-4$. In (\ref{three}), reversing three anticommuting matrices takes three exchanges, so $\gamma^c\gamma^b\gamma^a=-\gamma^a\gamma^b\gamma^c$, and the factor is $2+4-d=6-d$. At $d=4$ the four factors are $4,-2,0,2$; at $d=6$ they are $6,-4,2,0$. The four-dimensional values are thus no general property of Dirac matrices. A numerical check with explicit matrices confirms the identities for every choice of indices from $d=2$ to $d=8$.

Contracting free indices tests the case of equal indices. Multiply (\ref{two}) by $g_{ab}$. The left side is $\gamma^\mu d\,\gamma_\mu=d^2$, and the right side is $4d-(4-d)d=d^2$. Next multiply (\ref{three}) by $g_{ac}$ and use (\ref{one}) repeatedly. The left side becomes $(2-d)^2\gamma^b$. The right side becomes
\begin{equation}
\left[-2+(4-d)\right](2-d)\gamma^b=(2-d)^2\gamma^b .
\end{equation}
Without the terms in $4-d$ in (\ref{two}) and (\ref{three}), the first comparison would equate $d^2$ with $4d$, which fails for every $d>0$ except $d=4$. The second would equate $(2-d)^2$ with $-2(2-d)$, which fails unless $d=4$ or $d=2$.

For the last question, an anticommuting $\gamma_5$ would give $\gamma^\mu\gamma_5\gamma_\mu=-\gamma_5\gamma^\mu\gamma_\mu=-d\gamma_5$. In four dimensions $\gamma_5$ is proportional to $\gamma^0\gamma^1\gamma^2\gamma^3$, for which (\ref{count}) with $n=4$ gives the factor $d-8$. Repeated use of (\ref{move}) gives the same factor without requiring $d$ to be an integer. The two factors differ by
\begin{equation}
(d-8)-(-d)=2(d-4).
\end{equation}
They agree at $d=4$ and nowhere else. A matrix defined as this product of four therefore cannot be taken to anticommute with all $\gamma^\mu$ when $d\ne4$. The identities of this section remain valid, but a product containing $\gamma_5$ needs a separate prescription.

\subsection*{(f) A contracted index with a different range}

\emph{Problem.} Suppose that the contracted index runs over a space of dimension $N$, while the enclosed matrices belong to a $d$-dimensional subspace of it. How do the identities change? What happens if an enclosed matrix lies outside the range of the contracted index?

\emph{Solution.} Write the contracted matrices as $\bar\gamma^\mu$, with $\bar\gamma^\mu\bar\gamma_\mu=N$. If $\gamma^a$ belongs to the subspace, it is one of the matrices over which the contraction runs, or a combination of them. Equation (\ref{swap}) then holds with $\gamma_\mu$ replaced by $\bar\gamma_\mu$, and the Kronecker symbol still selects $\gamma^a$ from the sum. The moving rule keeps its form:
\begin{equation}
\bar\gamma^\mu X\gamma^a\bar\gamma_\mu
=2\gamma^aX-\left(\bar\gamma^\mu X\bar\gamma_\mu\right)\gamma^a .
\end{equation}
The dimension entered parts (b) to (d) through the starting value (\ref{zero}) alone. Hence each explicit $d$ in the identities is replaced by $N$. In particular, $N=4$ gives
\begin{align}
\bar\gamma^\mu\bar\gamma_\mu&=4, &
\bar\gamma^\mu\gamma^a\bar\gamma_\mu&=-2\gamma^a,\nonumber\\
\bar\gamma^\mu\gamma^a\gamma^b\bar\gamma_\mu&=4g^{ab}, &
\bar\gamma^\mu\gamma^a\gamma^b\gamma^c\bar\gamma_\mu&=-2\gamma^c\gamma^b\gamma^a .
\label{fourrange}
\end{align}
These are the four-dimensional identities, although the enclosed matrices may be contracted with $d$-dimensional momenta. Omitting the terms in $4-d$ is therefore a definite algebraic rule, provided that four components are assigned to the photon index in every diagram. Contractions that arise from averaging over a loop momentum, as in part (i), remain $d$-dimensional and keep their terms in $4-d$. The rule is applied below at one loop only; this argument says nothing about its consistency at higher orders. For the dimensional continuation below four, the $d$-dimensional space is then treated formally as a subspace of the larger one.

If $\gamma^a$ lies outside the range, the Kronecker symbol vanishes for every $\mu$ in the sum. The matrix anticommutes with all $\bar\gamma_\mu$, and $\bar\gamma^\mu\gamma^a\bar\gamma_\mu=-N\gamma^a$ replaces $(2-N)\gamma^a$. The identities in (\ref{fourrange}) thus require that the range of the contraction contain all enclosed matrices.

\section{From the dimension dependence to finite amplitudes}

The symbols carried over are the Dirac matrices $\gamma^\mu$ with $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, the dimension $d=g^\mu{}_\mu$, and $\slashed p=p_\mu\gamma^\mu$. The results needed are
\begin{align}
\gamma^\mu\gamma_\mu&=4-(4-d),\nonumber\\
\gamma^\mu\gamma^a\gamma_\mu&=-2\gamma^a+(4-d)\gamma^a,\nonumber\\
\gamma^\mu\gamma^a\gamma^b\gamma_\mu&=4g^{ab}-(4-d)\gamma^a\gamma^b,\nonumber\\
\gamma^\mu\gamma^a\gamma^b\gamma^c\gamma_\mu&=-2\gamma^c\gamma^b\gamma^a+(4-d)\gamma^a\gamma^b\gamma^c .
\label{summary}
\end{align}
If the contracted index has four components and its range contains the enclosed matrices, the terms in $4-d$ are absent. From here on $d=4-2\epsilon$, so that $4-d=2\epsilon$. Units with $\hbar=c=1$ are used, and the charge obeys $e^2=4\pi\alpha$, where $\alpha$ is the fine-structure constant.

The contraction identities for up to three enclosed matrices are now established, with the terms in $4-d$ separated from the four-dimensional results. It remains to find what these terms leave when they multiply a divergent loop integral, in the electron self-energy, the vertex corrections and the electron mass.
